# The Galitskii-Migdal formula: total energy from the one-particle spectrum, part 2

The problem is to obtain the total energy of interacting fermions from one-particle spectra. Units are Gaussian; energies are quoted in eV. The Hamiltonian is $H=T+V$, with
$$T=\sum_{ij}h_{ij}c_i^\dagger c_j,\qquad V=\tfrac12\sum_{ijkl}v_{ijkl}\,c_i^\dagger c_j^\dagger c_lc_k ,$$
$$v_{ijkl}=\int dx\,dx'\,\phi_i^*(x)\phi_j^*(x')\frac{e^2}{|\mathbf r-\mathbf r'|}\phi_k(x)\phi_l(x'),\qquad x=(\mathbf r,\sigma).$$
The equation of motion gives
$$i\hbar\,\dot c_i=\sum_jh_{ij}c_j+\sum_{jkl}v_{ijkl}\,c_j^\dagger c_lc_k, \tag{1}$$
$$\sum_ic_i^\dagger[c_i,H]=T+2V. \tag{2}$$
Counting rule: $\sum_ic_i^\dagger[c_i,X]=nX$ for $X$ with $n$ creators followed by $n$ annihilators.

Averages use $\rho=e^{-\beta(H-\mu N)}/Z$, $\beta=1/k_BT$, with eigenstates $|n\rangle$ of probability $p_n$. Also $K=H-\mu N$, $\hbar\omega_{nm}=E_n-E_m$, $w^{mn}_{ij}=\langle m|c_i|n\rangle\langle n|c_j^\dagger|m\rangle$, $f(\hbar\omega)=1/(e^{\beta(\hbar\omega-\mu)}+1)$ and $G^<_{ij}(t)=i\langle c_j^\dagger(0)c_i(t)\rangle$. Then
$$i\hbar\,\partial_t\,\mathrm{Tr}\,[-iG^<(t)]\Big|_{t=0}=\langle T\rangle+2\langle V\rangle,\qquad \mathrm{Tr}\,[h\,(-iG^<(0))]=\sum_{ij}h_{ji}\langle c_j^\dagger c_i\rangle=\langle T\rangle, \tag{4}$$
$$A_{ij}(\omega)=\sum_{mn}(p_m+p_n)\,w^{mn}_{ij}\,\delta(\omega-\omega_{nm}), \tag{5}$$
$$-iG^<_{ij}(t)=\int d\omega\,A_{ij}(\omega)f(\hbar\omega)\,e^{-i\omega t}, \tag{6}$$
$$E=\langle H\rangle=\tfrac12\int d\omega\,\mathrm{Tr}\big[(\hbar\omega+h)A(\omega)\big]f(\hbar\omega). \tag{7}$$
Here $\int d\omega\,A_{ij}=\delta_{ij}$, $I_1\equiv\int d\omega\,\hbar\omega\,\mathrm{Tr}A\,f=\langle T\rangle+2\langle V\rangle$, $I_2\equiv\int d\omega\,\mathrm{Tr}(hA)\,f=\langle T\rangle$, and $\langle V\rangle=\tfrac12(I_1-I_2)$. Measuring frequencies from $\mu$ with $h$ left alone wrongly gives $E-\tfrac12\mu\langle N\rangle$.

The example is a two-site dimer:
$$H=\epsilon N-t\sum_\sigma\big(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\big)+U\sum_{s=1,2}n_{s\uparrow}n_{s\downarrow}+V_{12}\,n_1n_2 ,$$
with $\epsilon=-5$, $t=1$, $U=4$, $V_{12}=e^2/(\kappa d)=1.91995$ eV ($\kappa=3$, $d=2.5\times10^{-8}$ cm). The orbitals $b_\sigma,a_\sigma=(c_{1\sigma}\pm c_{2\sigma})/\sqrt2$ have $h_b=\epsilon-t$, $h_a=\epsilon+t$; $|bb\rangle$ has both electrons in $b$. With $D=\tfrac12(U-V_{12})$ and $R=\sqrt{D^2+4t^2}=2.25425$ eV, the two-electron ground state has
$$E_0=2\epsilon+\tfrac12(U+V_{12})-R=-9.29427\ \text{eV},$$
$\langle T\rangle=-11.77443$ eV and $\langle V\rangle=2.48015$ eV. The triplets have energy $2\epsilon+V_{12}$.

**The dimer, heated.** Take $\mu=\epsilon+U/2+V_{12}=-1.08005$ eV. Expanding the products shows that $H-\mu N$ equals the hopping term plus $U\sum_s(n_{s\uparrow}-\tfrac12)(n_{s\downarrow}-\tfrac12)+V_{12}(n_1-1)(n_2-1)$ up to a constant. The map $c_{1\sigma}\to c^\dagger_{1\sigma}$, $c_{2\sigma}\to-c^\dagger_{2\sigma}$ sends $n_{s\sigma}\to1-n_{s\sigma}$ and $c_1^\dagger c_2\to-c_1c_2^\dagger=c_2^\dagger c_1$, so it leaves this operator unchanged while $N\to4-N$. Hence $\langle N\rangle=2$ at every temperature. At $k_BT=0.5$ eV (5802 K) the sum over all lines gives $I_1=-6.54054$ eV and $I_2=-11.38524$ eV, so
$$E=\tfrac12(-6.54054-11.38524)=-8.96289\ \text{eV}=-1.43601\times10^{-11}\ \text{erg},$$
equal to $\mathrm{Tr}\,\rho H$, and $\langle V\rangle=\tfrac12(-6.54054+11.38524)=2.42235$ eV. At this temperature $\langle T\rangle$ is higher than in the ground state but $\langle V\rangle$ is lower than $2.48015$ eV. In $H-\mu N$ the three triplet states lie $2\epsilon+V_{12}-E_0=1.2142$ eV above the ground state. The lowest one-electron states, and their three-electron partners under the map, lie $h_b-E_0+\mu=2.2142$ eV above it. The triplets are therefore populated first; they have no double occupancy and carry only $V_{12}=1.91995$ eV. The decrease does not persist: as $T\to\infty$ all states are equally likely and $\langle V\rangle\to U/2+V_{12}=3.91995$ eV.

## 6. Imaginary frequencies

Let $z_n=i\hbar\omega_n=i(2n+1)\pi/\beta$ and $G(z)=\int d\omega\,A(\omega)/(z+\mu-\hbar\omega)$, with dimension of inverse energy. One sum is needed. Take $g(s)=e^{\xi s}/(e^{\beta\xi}+1)$ on $0<s<\beta$, continued by $g(s-\beta)=-g(s)$, and expand $g(s)=\beta^{-1}\sum_ng_ne^{z_ns}$. Because $e^{-\beta z_n}=-1$,
$$g_n=\int_0^\beta ds\,e^{-z_ns}g(s)=\frac{1}{e^{\beta\xi}+1}\,\frac{-e^{\beta\xi}-1}{\xi-z_n}=\frac1{z_n-\xi}.$$
Letting $s\to0^+$, $\beta^{-1}\sum_ne^{z_n0^+}/(z_n-\xi)=1/(e^{\beta\xi}+1)$. A constant coefficient gives $\beta^{-1}\sum_ne^{z_ns}$, the series of alternating delta functions at multiples of $\beta$, which vanishes for $0<s<\beta$. Writing $z+\mu=(z+\mu-\hbar\omega)+\hbar\omega$,
$$(z+\mu+h)\,G(z)=1+\int d\omega\,\frac{(\hbar\omega+h)A(\omega)}{z-(\hbar\omega-\mu)} ,$$
and the two sums turn (7) into
$$E=\frac1{2\beta}\sum_ne^{z_n0^+}\,\mathrm{Tr}\big[(z_n+\mu+h)\,G(z_n)\big]. \tag{8}$$
The convergence factor matters. At $s=0$ the function $g$ jumps from $-g(\beta^-)=f-1$ to $f$, and a symmetric sum without the factor converges to the midpoint $f-\tfrac12$.

In practice the summand is expanded at large $z$ as $a_0+a_1/z+a_2/z^2+\dots$. With the moments $M_k=\int d\omega\,(\hbar\omega-\mu)^kA$ one has $G=1/z+M_1/z^2+M_2/z^3+\dots$, and multiplying out gives $a_0=\mathrm{Tr}\,1$, $a_1=\mathrm{Tr}(M_1+\mu+h)$, $a_2=\mathrm{Tr}[M_2+(\mu+h)M_1]$. By (5) each commutator with $K$ supplies a factor $K_n-K_m=\hbar\omega_{nm}-\mu$, so $(M_1)_{ij}=\langle\{[c_i,K],c_j^\dagger\}\rangle$ and $M_2$ has two nested commutators. The three terms are subtracted and summed exactly: $a_0$ gives zero, $1/z$ gives $\tfrac12$ (the case $\xi=0$), and $1/z^2$ gives $\beta^{-1}\cdot2\cdot(-\beta^2/\pi^2)(\pi^2/8)=-\beta/4$, from $\sum_{n\ge0}(2n+1)^{-2}=\pi^2/8$.

If the self-energy is defined by $G^{-1}=z+\mu-h-\Sigma$, then $z+\mu+h=G^{-1}+2h+\Sigma$, the constant drops again, and $E=\beta^{-1}\sum_ne^{z_n0^+}\mathrm{Tr}[hG+\tfrac12\Sigma G]$. The $\tfrac12$ on $\Sigma G$ is the same pair counting.

## 7. An approximate spectrum: Hartree-Fock

Equation (7) is exact for the exact $A$. Hartree-Fock at $T=0$ offers instead a determinant $|\Phi\rangle$ of orbitals that diagonalize the Fock matrix, and $A_{ij}=\delta_{ij}\delta(\omega-\varepsilon_i/\hbar)$ with
$$\varepsilon_i=h_{ii}+\sum_{j\ \text{occ}}(v_{ijij}-v_{ijji}).$$
The states $c_lc_k|\Phi\rangle$ and $c_jc_i|\Phi\rangle$ overlap only if the same occupied pair is removed, with sign $+$ for $(k,l)=(i,j)$ and $-$ for $(k,l)=(j,i)$. Hence $\langle\Phi|V|\Phi\rangle=\tfrac12\sum_{ij\ \text{occ}}(v_{ijij}-v_{ijji})$. Formula (7) gives
$$\tfrac12\sum_{i\ \text{occ}}(\varepsilon_i+h_{ii})=\sum_{i\ \text{occ}}h_{ii}+\tfrac12\sum_{ij\ \text{occ}}(v_{ijij}-v_{ijji})=\langle\Phi|H|\Phi\rangle .$$
It reproduces the Hartree-Fock energy with its double-counting correction. For the dimer, the spin-restricted solution is $|\Phi\rangle=|bb\rangle$; the only partner of $b_\uparrow$ is $b_\downarrow$, with no exchange between opposite spins, so $\varepsilon_b=-6+\tfrac12(4+1.91995)=-3.04002$ eV. Then $E_{HF}=\tfrac12\cdot2(-3.04002-6)=-9.04002$ eV, whereas the bare eigenvalue sum is $-6.08005$ eV. The correlation energy, measured from this restricted solution, is $E_0-E_{HF}=2t-R=-0.25425$ eV. The restricted solution is not the lowest determinant for these inputs. With orbitals $\cos\theta\,b+\sin\theta\,a$ for spin up and $\cos\theta\,b-\sin\theta\,a$ for spin down, and $x=\cos2\theta$, the one-body energy is $2\epsilon-2tx$ and the probability of double occupancy is $x^2/2$, so the energy is $2\epsilon+V_{12}-2tx+Dx^2$. Its minimum moves from $x=1$ to $x=t/D$ when $D>t$, which is just the case here.

Here the result is the expectation value in a wave function and so cannot lie below $E_0$. It equals $E_0$ when the determinant is the exact ground state, as for the dimer with $U=V_{12}$. For a general approximate $A$ no such wave function need exist, and (7) is then no bound in either direction.

## 8. The uniform electron gas

Take $N$ electrons in volume $\mathcal V$, density $n$, with a neutralizing background. In plane waves $h$ is diagonal, $h_{\mathbf k}=\hbar^2k^2/2m$. The Fourier transform of $e^2e^{-\lambda r}/r$ is $(4\pi e^2/q)\int_0^\infty e^{-\lambda r}\sin qr\,dr=4\pi e^2/(q^2+\lambda^2)$. In units of $2\pi e^2/\mathcal V\lambda^2$, the $q=0$ electron-electron term is $N^2-N$, the electron-background term $-2N^2$ and the background term $N^2$. The sum, $-N$, vanishes per particle when $\mathcal V\to\infty$ is taken before $\lambda\to0$. What remains is kinetic energy plus a two-body term with $q\ne0$, and since $h$ is diagonal,
$$E=\tfrac12\sum_{\mathbf k\sigma}\int d\omega\Big(\hbar\omega+\frac{\hbar^2k^2}{2m}\Big)A(\mathbf k,\omega)f(\hbar\omega).$$

In Hartree-Fock at $T=0$ the direct term has $q=0$ and is absent, and exchange couples equal spins with $v=4\pi e^2/\mathcal V|\mathbf k-\mathbf q|^2$. With $c=\cos\theta$, the prefactor $4\pi\cdot2\pi/(2\pi)^3=1/\pi$, and $\int_{-1}^1dc\,(k^2+q^2-2kqc)^{-1}=(kq)^{-1}\ln|(k+q)/(k-q)|$,
$$\Sigma_x(k)=-\frac{e^2k_F}{\pi x}\int_0^1dy\,y\ln\Big|\frac{x+y}{x-y}\Big|,\qquad x=k/k_F,\quad y=q/k_F .$$
An antiderivative, continuous at $y=x$, is $\tfrac12(y^2-x^2)\ln|(x+y)/(x-y)|+xy$: the logarithm has derivative $2x/(x^2-y^2)$, which contributes $-x$ and cancels the derivative of $xy$. It vanishes at $y=0$, so
$$\varepsilon_k=E_Fx^2-\frac{2e^2k_F}{\pi}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}L(x),\qquad L=\ln\Big|\frac{1+x}{1-x}\Big|,$$
with $E_F=\hbar^2k_F^2/2m$, $F(0)=1$ (as $L\approx2x$) and $F(1)=\tfrac12$. The average over the Fermi sphere is $3\int_0^1x^2dx\,(\cdot)$. The kinetic part gives $\tfrac35E_F$. For $F$ it is $\tfrac12+\tfrac34\int_0^1x(1-x^2)L\,dx$; integrating by parts with the antiderivative $-\tfrac14(1-x^2)^2$ and $L'=2/(1-x^2)$, the boundary terms vanish and the integral is $\tfrac12\int_0^1(1-x^2)dx=\tfrac13$. The average of $F$ is $\tfrac34$, and
$$\frac EN=\tfrac12\Big[\Big(\tfrac35E_F-\frac{3e^2k_F}{2\pi}\Big)+\tfrac35E_F\Big]=\tfrac35E_F-\frac{3e^2k_F}{4\pi}.$$

The two-particle route must agree. By the overlap rule of Section 7, the pair density of a determinant is $n_\sigma n_{\sigma'}-\delta_{\sigma\sigma'}|\rho_\sigma(r)|^2$, where, now with $y=k_Fr$ and $n=k_F^3/3\pi^2$,
$$\rho_\sigma(r)=\frac1{2\pi^2}\int_0^{k_F}k^2\frac{\sin kr}{kr}dk=\frac{\sin y-y\cos y}{2\pi^2r^3}=\frac n2\,\frac{3j_1(y)}{y},\qquad j_1(y)=\frac{\sin y-y\cos y}{y^2}.$$
Summing over spins and dividing by $n^2$, $g-1=-\tfrac12(3j_1/y)^2$. The background cancels the 1, so
$$\frac{E_x}N=\frac n2\int d^3r\,\frac{e^2}{r}(g-1)=-\frac{9\pi ne^2}{k_F^2}J=-\frac{3e^2k_F}{\pi}J,\qquad J=\int_0^\infty\frac{j_1^2(y)}{y}dy .$$
Quadrature gives $J=0.25000000$, hence $-3e^2k_F/4\pi$, the same value.

**Numbers.** Choose $n=4/a^3$, a body-centred cubic cell with two valence electrons per atom, and take as a chosen input $a=5.02\times10^{-8}$ cm. Then $n=3.16191\times10^{22}\ \text{cm}^{-3}$, $r_s=3.7073$ (the radius of the sphere per electron in units of $\hbar^2/me^2$), and $k_F=(3\pi^2n)^{1/3}=9.78265\times10^7\ \text{cm}^{-1}$. With $m=9.109384\times10^{-28}$ g, $E_F=3.64616$ eV and $e^2k_F=14.08667$ eV. The occupied part of the band runs from $-2(14.08667)/\pi=-8.96785$ eV to $3.64616-14.08667/\pi=-0.8378$ eV. Its mean is $2.18770-2(3.36295)=-4.5382$ eV, and
$$E/N=\tfrac12(-4.53819+2.18770)=-1.17525\ \text{eV}=-1.88295\times10^{-12}\ \text{erg},$$
which equals $2.18770-3.36295$ eV from the exchange hole. The cell only fixes the density: these are Hartree-Fock values for a uniform background, without ion potential or correlation, and neither the energy nor the occupied width of $8.13$ eV (against $E_F=3.65$ eV) describes a real metal.

## 9. Where the formula fails

The counting rule of Section 3 says what the right side of (7) returns for a Hamiltonian in which every term has as many fermion creators as fermion annihilators. Constants, such as the repulsion of clamped nuclei, are invisible and must be added. With a three-body term, $I_1=\langle T+2V+3W\rangle$, so the formula returns $E+\tfrac12\langle W\rangle$; in the numerical check $-4.858734-0.241166=-5.099900$ eV. The formula uses only two numbers, $I_1$ and $I_2$, which fix two unknown averages and not three. Spectra known over a range of $T$, and for all $\mu$ from the empty system upward, contain more: they give $\langle N\rangle$ as a function of $\mu$ and $T$, and from it, by integration over $\mu$ starting at the empty system, the grand potential and, when fermions are the only degrees of freedom, the energy up to a constant in $H$. If bosons are present, the free energy of the system without fermions depends on $T$ and is missed as well. An integration that starts at finite filling leaves an unknown function of $T$ in the grand potential. A coupling to phonons or photons of the form $c^\dagger c\,(B+B^\dagger)$, with boson operator $B$, counts once in $I_1$ and not in $I_2$, so it enters with weight $\tfrac12$, and the free boson energy does not enter at all.

At nonzero temperature the Fermi function in (6) rests on the grand canonical equilibrium state and $[H,N]=0$. In the canonical ensemble or out of equilibrium, (4) still holds, but $G^<$ must be supplied directly. Finally, (7) needs the full matrix $A$, or its diagonal in the eigenbasis of $h$ or of the density matrix, over all removal energies. Each line enters with the factor $\tfrac12(\hbar\omega+h)$, so the error made by cutting off a spectrum is the lost weight times this factor, not the lost weight alone. In the two-electron dimer the factor is the same, $\tfrac12E_0$, for both lines; in general it differs from line to line.

## 10. The numerical check

The numerical check builds a random complex six-orbital Hamiltonian in its 64-state Fock space. It verifies (1) and (2), and the three-body count, as matrix identities; the time derivative in (4) by finite differences of matrix exponentials; (6) by comparing exponentials with the pole sum; and (7) against $\mathrm{Tr}\,\rho H$. At $k_BT=1.0$ eV the trace, the real-frequency formula and the Matsubara sum (8) all give $-4.46308603$ eV. It then checks the dimer's closed forms against diagonalization, $F(x)$ against the radial integral, and the gas energy against the exchange-hole quadrature.

## Computed results

```
e = 4.803205e-10 statC, m = 9.109384e-28 g
hbar = 1.054572e-27 erg s = 0.658212 eV fs
1 eV = 1.602177e-12 erg
random model: mu = 0.7 eV, kT = 1.0 eV, <N> = 3.548676
random: Tr rho H = -4.46308603 eV, GM = -4.46308603 eV
random: Matsubara = -4.46308603 eV, without mu = -5.70512265 eV
three-body: E = -4.858734, GM = -5.099900, <W>/2 = -0.241166 eV
dimer: eps = -5.0 eV, t = 1.0 eV, U = 4.0 eV, kappa = 3.0, d = 2.5e-08 cm
e^2/d = 5.75986 eV, V12 = 3.07610e-12 erg = 1.91995 eV
R = 2.25425 eV, 2t/R = 0.88721
E0 = -9.29427 eV = -1.48911e-11 erg
b: h = -6.00000 eV, pole = -3.29427 eV, weight = 0.94361
b: omega = -5.00488e+15 rad/s
a: h = -4.00000 eV, pole = -5.29427 eV, weight = 0.05639
a: omega = -8.04342e+15 rad/s
T=0: int hw TrA f = -6.81412 eV, int Tr(hA) f = -11.77443 eV
T=0: <T> = -11.77443, <V> = 2.48015, GM = -9.29427 eV
T=0: site-diagonal h only (wrong) = -8.40706 eV
HF: eps_b = -3.04002, 2 eps_b = -6.08005, E_HF = -9.04002 eV
E0 - E_HF = -0.25425 eV
mu = -1.08005 eV, kT = 0.5 eV (T = 5802 K), <N> = 2.00000
finite T: int hw TrA f = -6.54054 eV, int Tr(hA) f = -11.38524 eV
finite T: <T> = -11.38524 eV, <V> = 2.42235 eV
finite T: GM = -8.96289 eV, Tr rho H = -8.96289 eV = -1.43601e-11 erg
gas: a = 5.02e-08 cm, n = 3.16191e+22 cm^-3, r_s = 3.7073
kF = 9.78265e+07 cm^-1, EF = 3.64616 eV, e^2 kF = 14.08667 eV
eps(0) = -8.96785 eV, eps(kF) = -0.83776 eV
int j1^2/x dx = 0.25000000, (3/5)EF = 2.18770 eV, Ex/N = -3.36295 eV
mean occupied eps = -4.53819 eV
GM E/N = -1.17525 eV = -1.88295e-12 erg
```
